\section*{Löwdin-orthogonalized Hubbard projectors in a crystal: occupation bounds and neighbour tails}

\section{Two atoms claim the same electron}

In a solid with a localized shell next to a ligand, the charge in the bond lies within reach of both atoms. A Hubbard correction needs a number for the shell alone, obtained by projecting the occupied states on atomic orbitals. Since orbitals on different atoms overlap, part of the bond charge is counted on both atoms. Löwdin orthogonalization removes this double counting, but the new projector of one atom contains orbitals of its neighbours.

Take a periodic ring of $N$ cells with lattice vectors $R$ and the corresponding $N$ mesh points $k$. The $M$ atomic orbitals per cell, $\phi_{\mu R}$, are normalized on the ring and orthonormal within each atom. Inner products are ordinary ones, and one spin channel is treated, with one-particle density operator
\[
\rho=\sum_{ki}f_{ki}|\psi_{ki}\rangle\langle\psi_{ki}|,\qquad 0\le f_{ki}\le1,
\]
and orthonormal $\psi_{ki}$. Hence $0\le\langle\chi|\rho|\chi\rangle\le\langle\chi|\chi\rangle$ for any $\chi$.

\section{Construction at each $k$}

The Bloch sums and their overlap are
\begin{align}
\phi_{k\mu}&=\frac1{\sqrt N}\sum_R e^{ikR}\phi_{\mu R},\\
O_{\mu\nu}(k)&=\frac1N\sum_{RR'}e^{ik(R'-R)}\langle\phi_{\mu R}|\phi_{\nu R'}\rangle
=\sum_R e^{ikR}\langle\phi_{\mu0}|\phi_{\nu R}\rangle .
\end{align}
The last step holds because the overlap depends on $R'-R$ alone, so one of the two sums gives $N$. Assume that $O(k)$ is positive definite at every mesh point. With $O=U\,\mathrm{diag}(o_j)\,U^\dagger$, define
\begin{equation}
X=O^{-1/2}=U\,\mathrm{diag}(o_j^{-1/2})\,U^\dagger,\qquad
\tilde\phi_{k\mu}=\sum_\nu\phi_{k\nu}X_{\nu\mu}.
\end{equation}
The new overlap matrix is $X^\dagger OX=O^{-1/2}OO^{-1/2}=1$.

Let $B_{\mu i}=\langle\phi_{k\mu}|\psi_{ki}\rangle$. Since $X$ is Hermitian, $\langle\tilde\phi_{k\mu}|\psi_{ki}\rangle=(XB)_{\mu i}$. The occupation matrices are
\begin{equation}
n(k)=XB\,f\,B^\dagger X,\qquad n=\frac1N\sum_k n(k).
\end{equation}
The average $n$ belongs to localized functions. Setting $\tilde\phi_{\mu0}=N^{-1/2}\sum_k\tilde\phi_{k\mu}$, and using that $\rho$ does not couple different $k$,
\[
\langle\tilde\phi_{\mu0}|\rho|\tilde\phi_{\nu0}\rangle
=\frac1N\sum_k\langle\tilde\phi_{k\mu}|\rho|\tilde\phi_{k\nu}\rangle=n_{\mu\nu}.
\]

\begin{verbatim}
n = 0
for each k of the full mesh:
    Phi = Bloch sums of ALL chosen atomic orbitals
    O   = Phi^dagger Phi
    o,U = eigensystem(O)
    stop if min(o) is below the safe threshold
    X   = U diag(o^(-1/2)) U^dagger
    B   = Phi^dagger Psi
    P   = X B
    n   = n + P diag(f) P^dagger / N
for each Hubbard atom: take its diagonal block of n
\end{verbatim}

With $N_g$ plane waves and $N_b$ bands, the work per $k$ point is of order $N_gM^2$ for $O$, $M^3$ for its eigensystem, $N_gMN_b$ for $B$ and $M^2N_b$ for $XB$ and $n(k)$. The orthogonalized orbitals need not be stored. If only the Hubbard rows of $P$ are wanted, the other rows can be skipped, but $O$ must still contain every orbital of the chosen set.

\section{What puts occupations in $[0,1]$}

For a unit vector $v$, let $\chi=\sum_\mu v_\mu\tilde\phi_{k\mu}$. Orthonormality gives $\langle\chi|\chi\rangle=v^\dagger v=1$, hence
\begin{equation}
0\le v^\dagger n(k)v=\langle\chi|\rho|\chi\rangle\le1 .
\end{equation}
All eigenvalues of $n(k)$ therefore lie in $[0,1]$. Averaging over $k$ preserves both inequalities, and so does restricting $v$ to one atom. The matrix over all orbitals of all cells is also bounded: the Bloch transformation is unitary and turns it into the blocks $n(k)$.

A site block of raw orbitals obeys the same bound, without any orthogonalization between atoms. For $\chi=\sum_{\mu\in I}v_\mu\phi_{\mu0}$ on one atom $I$, orthonormality within that atom already gives $\langle\chi|\chi\rangle=1$. What raw orbitals lose is the bound on larger or $k$-resolved matrices. With $\chi=\sum_\mu v_\mu\phi_{k\mu}$,
\begin{equation}
v^\dagger n^{\rm raw}(k)v\le\langle\chi|\chi\rangle=v^\dagger O(k)v\le o_{\max}(k).
\end{equation}
The limit is reached when $v$ is the top eigenvector of $O$ and the normalized $\chi$ is a filled state.

Raw orbitals also spoil the electron count. From $\phi_k=\tilde\phi_kO^{1/2}$ it follows that $n^{\rm raw}=O^{1/2}nO^{1/2}$. With $\Delta(k)=O(k)-1$ and the cyclic property of the trace,
\begin{equation}
\mathrm{Tr}\,n^{\rm raw}(k)=\mathrm{Tr}\,[O(k)n(k)]
=\mathrm{Tr}\,n(k)+\mathrm{Tr}\,[\Delta(k)n(k)].
\label{eq:count}
\end{equation}
The last term is the overlap charge. In the eigenbasis of $O$ it equals $\sum_j(o_j-1)(U^\dagger nU)_{jj}$: occupied combinations with $o_j>1$ add to it and those with $o_j<1$ subtract from it. Its sign therefore depends on the occupations and on how far each $o_j$ lies from one. For Löwdin projectors, let $\Pi_k=\sum_\mu|\tilde\phi_{k\mu}\rangle\langle\tilde\phi_{k\mu}|$. Then
\begin{equation}
\mathrm{Tr}\,n(k)=\sum_i f_{ki}\langle\psi_{ki}|\Pi_k|\psi_{ki}\rangle
=\sum_i f_{ki}-\sum_i f_{ki}\|(1-\Pi_k)\psi_{ki}\|^2 .
\end{equation}
The subtracted term is the spillage, the charge outside the atomic span. The count never exceeds the number of electrons and equals it when the spillage vanishes.

\section{The projector in real space}

Inserting the Bloch sums into $\tilde\phi_{\mu0}$ gives
\begin{equation}
\tilde\phi_{\mu0}=\sum_{R\nu}\phi_{\nu R}C_{\nu\mu}(R),\qquad
C(R)=\frac1N\sum_k e^{ikR}O(k)^{-1/2}.
\end{equation}
Let $S$ be the overlap matrix of all orbitals on the ring. The coefficients $C$ are the elements of $S^{-1/2}$ in the columns of the home cell. Now let $\Delta=S-1$. If its eigenvalues have modulus below one,
\begin{equation}
S^{-1/2}=1-\tfrac12\Delta+\tfrac38\Delta^2-\cdots .
\label{eq:series}
\end{equation}
A neighbour with overlap $s$ thus enters with coefficient $-s/2$ at leading order. The overlap that remains with the neighbour's raw orbital is an element of $SS^{-1/2}=S^{1/2}=1+\tfrac12\Delta-\cdots$, which is $+s/2$ at leading order. The projector is orthogonal to the neighbour's orthogonalized orbital, not to its atomic orbital.

\subsection*{Why this orthogonalization}

Any other orthonormal basis of the same span is $\phi_kO^{-1/2}W$ with $W(k)$ unitary. Its overlap with the raw set is $OO^{-1/2}W=O^{1/2}W$, so the total squared change at $k$ is
\begin{equation}
D(k)=M+\mathrm{Tr}\,O-2\,\mathrm{Re}\,\mathrm{Tr}(O^{1/2}W).
\end{equation}
In the eigenbasis of $O$ the last trace is $\sum_j\sqrt{o_j}\,(U^\dagger WU)_{jj}$. Diagonal elements of a unitary matrix have modulus at most one and each $\sqrt{o_j}$ is positive, so the real part is largest when all these elements equal one, that is, for $W=1$. The Löwdin set is the orthonormal set closest to the atomic orbitals in this summed sense. A single orbital may still change appreciably.

\subsection*{How far the tails reach}

Consider an infinite chain with one orbital per cell and overlap $0<s<1/2$ between nearest neighbours only. With $\theta=ka$, where $a$ is the lattice constant, $O=1+2s\cos\theta$. Write
\begin{equation}
O=\frac{(1+qe^{i\theta})(1+qe^{-i\theta})}{1+q^2},\qquad
q=\frac{1-\sqrt{1-4s^2}}{2s}.
\end{equation}
Multiplying out gives $1+2q\cos\theta/(1+q^2)$, so $q/(1+q^2)=s$; the stated root of $sq^2-q+s=0$ is the one below one. The binomial series is
\[
(1+y)^{-1/2}=\sum_{m\ge0}a_m(-y)^m,\qquad a_m=\binom{2m}{m}4^{-m}.
\]
For the coefficient of $e^{in\theta}$ in $O^{-1/2}$, combine the power $n+m$ from one factor with the power $m$ from the other:
\begin{equation}
C_n=\sqrt{1+q^2}\,(-q)^n\sum_{m\ge0}a_{n+m}a_mq^{2m}.
\end{equation}
By symmetry the coefficient of $e^{-in\theta}$ is the same. At large $n$, Stirling's formula gives $a_{n+m}\approx a_n\approx(\pi n)^{-1/2}$ for the values of $m$ that matter, and $\sum_ma_mq^{2m}=(1-q^2)^{-1/2}$. Therefore
\begin{equation}
C_n\approx(-q)^n\sqrt{\frac{1+q^2}{(1-q^2)\pi n}} .
\label{eq:tail}
\end{equation}
For small $s$, $q\approx s$ and the tail dies within a few cells. As $s\to1/2$, $1-q\approx\sqrt{1-4s^2}$, so the decay length $a/|\ln q|$ grows as $a/\sqrt{1-4s^2}$. At the same time the smallest overlap eigenvalue, $1-2s$, goes to zero. Long tails and near linear dependence have the same origin here.

At $s=0.3$, $q=0.333$ and the first two coefficients are $-0.184$ and $0.046$. At $s=0.45$, $q=0.627$ and they are $-0.443$ and $0.213$. At the eighth neighbour, (\ref{eq:tail}) exceeds the computed coefficient by about 2\% and 3\% of the latter, respectively.

\section{A model crystal with unequal neighbours}

In Hartree atomic units, take a one-dimensional crystal of cell length 5 bohr with atom A at 0 and atom B at 2.3 bohr. A then has B neighbours at 2.3 and 2.7 bohr. The orbitals are built from $g_\alpha(x)=(2\alpha/\pi)^{1/4}e^{-\alpha x^2}$. Atom A carries the Hubbard shell, an even orbital $s=g_\alpha$ and an odd orbital $p=2\sqrt\alpha\,x\,g_\alpha$ with $\alpha=0.8$ bohr$^{-2}$; B carries $g_\beta$ with $\beta=0.25$ bohr$^{-2}$. The fixed potential is a sum of attractive Gaussian wells, of depth 3 hartree and exponent 0.8 bohr$^{-2}$ at A, and depth 1 hartree and exponent 0.25 bohr$^{-2}$ at B. The lowest two bands of one spin channel are filled on a 16-point mesh; a gap of 0.33 hartree separates them from the third. Interactions between electrons are absent.

For an A--B distance $d$, completing the square in the product of two even Gaussians gives
\begin{equation}
\langle g_\alpha|g_\beta\rangle=
\sqrt{\frac{2\sqrt{\alpha\beta}}{\alpha+\beta}}\;
\exp\!\left(-\frac{\alpha\beta d^2}{\alpha+\beta}\right).
\end{equation}
At $d=2.3$ bohr this is $0.923\times0.365=0.337$. The eigenvalues of $O(k)$ run from 0.351 to 1.617, so (\ref{eq:series}) converges, though not fast.

\subsection*{Occupations}

\begin{center}
\begin{tabular}{lcccc}
 & A, $s$ & A, $p$ & B & sum\\
raw & 0.997 & 0.840 & 0.657 & 2.493\\
Löwdin & 0.942 & 0.662 & 0.383 & 1.987
\end{tabular}
\end{center}

Two electrons per cell are present. The Löwdin sum falls short by the spillage, 0.013. The raw sum exceeds the Löwdin sum by 0.506, which by (\ref{eq:count}) is the overlap charge. The A block has eigenvalues 0.840 and 0.997 with raw orbitals and 0.658 and 0.945 with Löwdin projectors: both pairs lie in $[0,1]$. Over the whole ring, however, the largest raw eigenvalue is 1.571, against 0.9999 for Löwdin. Tests with random fractional occupations also respected the Löwdin bound, and a separate treatment of the whole ring on a real-space grid reproduced the $k$-space occupations.

The consequence for a Hubbard energy can be seen from $E_U=\frac U2\mathrm{Tr}[n(1-n)]$ on the A block, evaluated without feedback on the bands. It is nonnegative because each eigenvalue lies in $[0,1]$. With $U=0.15$ hartree,
\begin{align*}
E_U^{\text{Löwdin}}&=0.075\,(0.658\times0.342+0.945\times0.055)\approx0.021\ \text{hartree},\\
E_U^{\rm raw}&=0.075\,(0.840\times0.160+0.997\times0.003)\approx0.010\ \text{hartree}.
\end{align*}
The same electronic state and the same $U$ give energies differing by a factor of two. A value of $U$ therefore belongs to the projector for which it was determined.

\subsection*{Tails}

For the $s$ projector of A, the coefficient on the near B is $-0.212$, where the leading-order estimate is $-0.337/2=-0.1685$. On the far B it is $-0.138$, from an overlap of 0.230. The overlap left with the near B orbital is 0.175, close to $+0.1685$. If a localized electron filled just that raw B orbital, the raw $s$ projector would register $0.337^2=0.114$ and the Löwdin one $0.175^2=0.031$. The false count is reduced, not removed.

The second-order term of (\ref{eq:series}) also changes the orbitals on A itself. Summing over the two B neighbours, the coefficient of $s$ in its own projector is $1+\frac38(0.337^2+0.230^2)=1.062$, against the full value 1.080. The overlaps of $p$ with the near and far B are 0.330 and $-0.265$, so the admixture of $p$ is $\frac38(0.337\times0.330-0.230\times0.265)=0.019$, against 0.026. It arises because the neighbours are unequal; for equal distances the two products would cancel, and since A would then be a centre of inversion, the admixture of $p$ would vanish at every order.

At the near B nucleus the raw $s$ orbital has amplitude 0.012 bohr$^{-1/2}$. The B orbital there equals $(2\beta/\pi)^{1/4}=0.632$ bohr$^{-1/2}$, and its admixture contributes $-0.212\times0.632=-0.134$. Adding $1.080\times0.012=0.013$ from $s$ and about 0.001 from $p$ gives nearly the full value, $-0.119$ bohr$^{-1/2}$. The projector has changed sign at its neighbour.

Its weight within 1 bohr of that nucleus doubles, from 0.010 to 0.020. For the $p$ projector the corresponding weight falls, from 0.072 to 0.054, although its amplitude at the nucleus also changes sign, from 0.050 to $-0.086$ bohr$^{-1/2}$. On this side of A both the $p$ lobe and the B orbital are positive while the coefficient is negative, so their cross term in the density is negative. For $p$, whose raw tail is larger, this cancellation outweighs the added density over the 1 bohr window. The balance depends on the window: very close to the nucleus the density of the $p$ projector rises, since $0.086>0.050$. Orthogonalization creates an admixture on the neighbour, but not necessarily more weight there.

The largest element of $|C(R)|$ is 0.185 at one cell, where it couples $p$ to the far B only 2.7 bohr away; it falls to 0.010 at two cells and 0.0007 at three. The summed squared change of the three orbitals is 0.198, against 0.385 for Gram--Schmidt orthogonalization of the Bloch sums at each $k$ in the order $s$, $p$, B.

\section{Stability and failure modes}

\textbf{Near linear dependence.} The norm of $X$ is $o_{\min}^{-1/2}$, so an error in $B$ can grow by this factor in $XB$. Here it is at most $0.351^{-1/2}=1.7$. Diffuse orbitals on close atoms can make it large. Discarding small eigenvalues gives $X^\dagger OX=Q$, a projector instead of the identity. The occupations stay in $[0,1]$, because $\langle\chi|\chi\rangle=v^\dagger Qv\le1$, but the functions are no longer orthonormal, and a completely filled space no longer gives every orbital occupation one. If an eigenvalue crosses the threshold between neighbouring $k$ points, the rank of $Q$ jumps.

\textbf{Coarse meshes with raw orbitals.} At $k=0$ alone, the ring is one cell long and an orbital overlaps its own images. An orbital normalized in free space then need not have unit norm on the ring, so the site bound for raw orbitals, which assumes this norm, no longer applies. With all bands filled, the raw B occupation is then $O_{BB}(0)=1.088$; the Löwdin value is 1. Löwdin projectors keep the bound on any mesh, which does not mean that the occupations are converged.

\textbf{Occupation numbers outside $[0,1]$.} The proof needs $0\le f\le1$. Smearing schemes such as Methfessel--Paxton can violate this, and the bound on $n$ is then no longer guaranteed. Spin-degenerate occupations up to 2 must first be divided by 2.

\textbf{A changed orbital set.} Adding orbitals on a ligand changes $O$, and through $O^{-1/2}$ also the projector on the Hubbard atom. Energies computed with the same $U$ but different orbital sets are not directly comparable. When atoms move, $O^{-1/2}$ moves with them, so forces must include its derivative as well as that of the atomic orbitals.

The numerical output below gives the remaining digits.

\section*{Table of computed values}
\begin{verbatim}
cell length: 5.0 bohr
cells in ring = k points: 16
position of B (A at 0): 2.3 bohr
distance to far B: 2.7 bohr
orbital exponents A, B: 0.8 0.25 bohr^-2
well A: depth 3.0 hartree, exponent 0.8 bohr^-2
well B: depth 1.0 hartree, exponent 0.25 bohr^-2
filled bands, one spin: 2
gap above filled bands: 0.3303 hartree
smallest eigenvalue of O(k): 0.3511
largest eigenvalue of O(k): 1.6166
Loewdin n: As 0.9416, Ap 0.6617, Bs 0.3833, As-Ap -0.0320
raw n: As 0.9966, Ap 0.8397, Bs 0.6567, As-Ap 0.0003
A block eigenvalues, Loewdin: [0.6581 0.9452]
A block eigenvalues, raw: [0.8397 0.9966]
whole-ring largest eigenvalue, Loewdin: 0.999884
whole-ring largest eigenvalue, raw: 1.5713
all bands filled, k=0 only, Bs raw: 1.0879
all bands filled, k=0 only, Bs Loewdin: 1.0000
sum of occupations per cell, Loewdin: 1.9866
sum of occupations per cell, raw: 2.4930
spillage per cell: 0.0134 electrons
chosen U: 0.15 hartree
E_U per cell, Loewdin: 0.02076 hartree
E_U per cell, raw: 0.01035 hartree
As on near B: overlap 0.3370, C -0.2120, left 0.1755
As on far B: overlap 0.2302, C -0.1382, left 0.1184
As at B nucleus: raw 0.0123, Loewdin -0.1189 bohr^-1/2
As weight within 1 bohr of B: raw 0.01002, Loewdin 0.01997
Ap on near B: overlap 0.3301, C -0.2257, left 0.1758
Ap on far B: overlap -0.2647, C 0.1853, left -0.1419
Ap at B nucleus: raw 0.0505, Loewdin -0.0859 bohr^-1/2
Ap weight within 1 bohr of B: raw 0.07212, Loewdin 0.05385
own-site coefficient of As in Loewdin As: 1.0803
own-site coefficient of Ap in Loewdin As: 0.0262
largest |C| at 1 cells: 0.18531
largest |C| at 2 cells: 0.01045
largest |C| at 3 cells: 0.00068
largest |C| at 4 cells: 0.00005
squared change per cell, Loewdin: 0.1980
squared change per cell, Gram-Schmidt: 0.3845
chain s=0.3: q 0.3333, C1 -0.1836, C2 0.0461
  C8 3.335e-05, asymptotic law 3.399e-05
chain s=0.45: q 0.6268, C1 -0.4433, C2 0.2129
  C8 6.967e-03, asymptotic law 7.197e-03
\end{verbatim}
